Electroosmotic amplification by Navier slip, derived in two ways

A flat charged wall borders a salt solution, and an electric field E acts along the wall. If the liquid slips with slip length b, and if the wall potential ζ is small compared with kT/e, the liquid far from the wall moves at

u∞ = −(εζE/η)(1 + b/λ_D).

Here ε is the permittivity of the liquid, η its viscosity and λ_D the Debye length,

λ_D = √(εkT/(2ne²)),

for a salt of ions with charges +e and −e, each with number density n far from the wall. Without slip the speed is −εζE/η, so slip multiplies it by 1 + b/λ_D. In a wide channel a slip length of nanometres can matter, because it is compared with the thickness of the charged layer and not with the width of the channel.

**The model**

The liquid fills y > 0, E points along x, and the velocity along x is u(y). A prime means d/dy. The wall and the applied field are uniform, so the velocity and the ion densities do not depend on x. The pressure gradient along x is then the same everywhere, and it is zero because no pressure difference is applied along the channel. In steady flow the inertial term u ∂u/∂x vanishes because u does not depend on x. What remains is the balance of viscous and electric force per volume,

ηu'' + ρE = 0,

where ρ(y) is the charge density of the liquid. The electric force normal to the wall is balanced by a pressure that varies with y alone and drives no flow.

The potential of the charged layer, ψ(y), is zero far away and equals ζ at y = 0, the plane where the slip condition is imposed. The flow carries ions along x, but their density is the same at every x, so this transport does not change it. Across the layer there is no ion current, and in mean field the ions follow the Boltzmann distribution. Slip therefore leaves ψ(y) unchanged, and flows with and without slip can be compared at the same ζ and the same wall charge.

The Navier condition says that the friction between liquid and solid, per area, is proportional to the sliding speed:

(η/b) u(0) = ηu'(0), or u(0) = b u'(0).

The left side of the first form is the friction on the solid, and the right side is the viscous stress that the liquid above delivers to the interface. Their equality assumes that no other force along x acts on the liquid at the interface. In particular, the wall charge must be anchored, so that the electric force on it goes into the solid.

**First derivation: integrating the velocity**

The Boltzmann distribution gives

ρ = en[exp(−eψ/kT) − exp(eψ/kT)] = −2en sinh(eψ/kT).

For |eψ| ≪ kT the hyperbolic sine may be replaced by its argument:

ρ = −(2ne²/kT)ψ = −(ε/λ_D²)ψ.

Poisson's equation with constant ε is εψ'' = −ρ. Hence

ψ'' = ψ/λ_D².

The solutions are exp(−y/λ_D) and exp(+y/λ_D). The growing one is excluded because ψ vanishes far away, and ψ(0) = ζ fixes the amplitude:

ψ(y) = ζ exp(−y/λ_D).

Now put ρ = −εψ'' into the force balance:

ηu'' = εEψ''.

One integration gives ηu' = εEψ' + C. Far from the wall ψ' vanishes. So does u', because no outside agent shears the liquid there. Thus C = 0 and

u'(y) = (εE/η)ψ'(y).

At the wall ψ'(0) = −ζ/λ_D, so the shear rate and the slip speed are

u'(0) = −εζE/(ηλ_D),
u(0) = b u'(0) = −(εζE/η)(b/λ_D).

A second integration, from the wall to y, gives

u(y) − u(0) = (εE/η)[ψ(y) − ζ] = −(εζE/η)[1 − exp(−y/λ_D)].

Adding the slip speed,

u(y) = −(εζE/η)[1 − exp(−y/λ_D) + b/λ_D].

Far from the wall the exponential vanishes and the stated result follows. For a negative wall ζ < 0, and the liquid moves along +E, as it should when the charge in the liquid is positive.

Slip adds the same velocity at every height. The velocity difference across the charged layer, −εζE/η, is what it would be without slip.

The wall shear has a simple meaning. Let σ be the wall charge per area, defined as the opposite of the total charge per area in the liquid. Integrating Poisson's equation,

∫ρ dy = −ε∫ψ'' dy = −ε[0 − ψ'(0)] = εψ'(0),

with all integrals from 0 to ∞, so that

σ = −εψ'(0) and ηu'(0) = −σE.

The electric force on the whole charged layer of liquid, −σE per area, must be passed to the wall by friction. That force sets the sliding speed. A thinner layer at the same ζ holds more charge, σ = εζ/λ_D, and so slides faster.

**Second derivation: adding the effects of charged sheets**

The same speed can be built up without integrating the velocity equation for a given potential. Consider one thin sheet of liquid at height y₀, carrying charge q per area, with no charge elsewhere in the liquid. The field pulls it with force qE per area.

Above the sheet no force acts and nothing shears the liquid, so it moves as a block. Below the sheet there is no force either, so the stress is uniform. It must carry the whole pull down to the wall:

ηu' = qE for 0 < y < y₀.

The liquid slides on the wall at u(0) = bqE/η and gains a further y₀qE/η between wall and sheet. The sheet and everything above it therefore move at

u = (qE/η)(y₀ + b).

A sheet far from the wall is more effective than a near one, because the same stress acts across a thicker layer of liquid. Slip lengthens this lever arm by b for every sheet alike.

The force balance and the Navier condition are linear in u, so velocities caused by different sheets add. With q = ρ(y₀)dy₀,

u∞ = (E/η) ∫ρ(y₀)(y₀ + b) dy₀.

What remains is the charge density. At low potential ρ = −(ε/λ_D²)ψ, as found above. Differentiate twice and use Poisson's equation, ψ'' = −ρ/ε:

ρ'' = −(ε/λ_D²)ψ'' = ρ/λ_D².

The decaying solution is

ρ(y) = ρ₀ exp(−y/λ_D), ρ₀ = −εζ/λ_D².

The two integrals needed are

∫exp(−y/λ_D) dy = λ_D,
∫y exp(−y/λ_D) dy = λ_D²,

the second by one integration by parts. Therefore

u∞ = (E/η)(−εζ/λ_D²)(λ_D² + bλ_D) = −(εζE/η)(1 + b/λ_D).

The countercharge lies at a mean distance λ_D from the wall. Slip raises the mean lever arm from λ_D to λ_D + b, and the amplification is the ratio of the two.

The sheets also give the velocity at finite height. A sheet at y₀ moves the liquid at y with lever arm min(y, y₀) + b. The slope of the total velocity is thus set by the charge above y:

u'(y) = (E/η)∫ρ(y₀)dy₀, from y to ∞, = (E/η)ρ₀λ_D exp(−y/λ_D).

Integrating from the wall gives (E/η)ρ₀λ_D²[1 − exp(−y/λ_D)], and the slip speed is (E/η)ρ₀λ_D b. With ρ₀ = −εζ/λ_D² this is the profile of the first derivation.

**What each derivation assumes**

Both use steady parallel flow, constant viscosity, anchored wall charge and, in the last step, low potential. They differ in what can be relaxed.

The first derivation finds the wall shear before it uses any slip law. The result ηu'(0) = −σE is a force balance and holds however the liquid slides. If b depended on the shear rate, one would insert its value at u'(0) = −σE/η, and the rest would stand. The wall shear would also survive a permittivity that varies with y, since ηu' = εEψ' still holds locally. The second integration, which gives −εζE/η across the layer, does need constant ε.

The second derivation adds velocities sheet by sheet, which needs a linear slip law. For a nonlinear law its result still holds with b taken at the total wall shear, because the stresses add. Its integral for u∞ contains neither ε nor ψ. It holds for any charge density ρ(y), including one altered by the size of the ions. Write d for the mean distance of the countercharge from the wall,

d = ∫ρy dy / ∫ρ dy.

Since ∫ρ dy = −σ,

u∞ = −(σE/η)(d + b),

and the amplification is 1 + b/d at any potential. The two routes meet when Poisson's equation with constant ε is used in the first moment:

∫ρy dy = −ε∫yψ'' dy = −ε[yψ'] + ε∫ψ' dy = −εζ.

The boundary term vanishes at y = 0 because of the factor y, and far away because ψ' decays exponentially. Hence d = εζ/σ, which low potential reduces to λ_D.

**Beyond low potential**

How large may ζ be? Let φ = eψ/kT. The full mean-field equation is φ'' = sinh φ/λ_D². Multiplying by φ' and integrating from far away, where φ and φ' vanish,

φ'²/2 = (cosh φ − 1)/λ_D² = 2 sinh²(φ/2)/λ_D².

The magnitude of φ falls with distance, so φ' has the sign opposite to φ:

φ' = −(2/λ_D) sinh(φ/2).

With s = eζ/(2kT), the wall value of φ is 2s, and

1/d = σ/(εζ) = −φ'(0)/φ(0) = sinh(s)/(sλ_D).

The amplification within this model is therefore

1 + (b/λ_D) sinh(s)/s.

Since sinh(s)/s = 1 + s²/6 + …, the simple factor is too small by (b/λ_D)(eζ/kT)²/24 at leading order. A higher potential draws the countercharge closer to the wall, shortens d and makes slip more effective.

**A worked case**

Take water at 298.15 K with 1.0 mM of a monovalent salt, relative permittivity 78 and viscosity 0.89 mPa s. Let ζ = −15 mV, b = 20 nm and E = 100 V/cm. These are rough, illustrative values for a smooth hydrophobic coating in a microfluidic channel. The Debye length is 9.589 nm, so

b/λ_D = 20.0/9.589 = 2.086,
1 + b/λ_D = 3.086.

Without slip the speed is −εζE/η = 116.4 μm/s. Slip adds 116.4 × 2.086 = 242.8 μm/s, and the total is 359.2 μm/s, or about 0.36 mm/s. About two thirds of the motion is sliding at the wall. Dividing by the field gives a mobility of 3.6 × 10⁻⁴ cm²/Vs.

Someone who measured this speed and assumed no slip would infer a zeta potential of −15.0 × 3.086 = −46.3 mV. The speed alone cannot tell a large ζ without slip from a small ζ with slip, because it depends on the product ζ(1 + b/λ_D).

Here |eζ|/kT = 15.0/25.69 = 0.584, which is not very small. The error formula gives 2.086 × 0.584²/24 ≈ 0.03. A numerical solution of the full Poisson–Boltzmann and Stokes equations gives the factor 3.115 instead of 3.086, in agreement. The mean distance of the countercharge is 9.454 nm, slightly less than λ_D. With everything else held fixed, the numerical factor is 3.431 at −50 mV and 4.675 at −100 mV. The simple factor is then no longer a good approximation: the numerical one exceeds it by about half at −100 mV. The values are collected in the numerical output.

**Changing the salt concentration**

If ζ and b are held fixed, the factor is 1.66 at 0.1 mM, 3.09 at 1 mM and 7.60 at 10 mM. The slip part grows as √n, since λ_D varies as 1/√n. The reason is that fixed ζ requires more wall charge when the layer is thinner.

If σ and b are held fixed instead, the low-potential speed is

u∞ = −(σE/η)(λ_D + b).

Adding salt now lowers the speed, although the amplification factor rises. Removing salt raises |ζ| and leaves the low-potential regime: at the wall charge of the worked case and 0.1 mM, ζ is about −43 mV and this formula overestimates the speed by about 7 %. For λ_D ≪ b the speed tends to −σEb/η and no longer depends on the salt. A real surface may hold neither quantity fixed when the salt is changed, and b itself can depend on the wall charge, so the factor alone does not predict how its speed varies.

**A channel of finite height**

Let two equal walls be a distance 2h apart, and measure y from one of them. The channel is in equilibrium with a large reservoir, where ψ = 0 and each kind of ion has number density n. The low-potential solution symmetric about the midplane y = h is

ψ(y) = ζ cosh[(h − y)/λ_D]/cosh(k), k = h/λ_D.

By symmetry u' and ψ' vanish at the midplane, so u' = (εE/η)ψ' still holds. The wall slope and the mean potential are

ψ'(0) = −(ζ/λ_D) tanh(k),
(1/h)∫ψ dy = ζ tanh(k)/k, from 0 to h.

Averaging u = b u'(0) + (εE/η)(ψ − ζ) over the channel gives

u_mean = −(εζE/η)[1 − tanh(k)/k + (b/λ_D) tanh(k)].

For k ≫ 1 this returns to the wide-channel result. In the worked case, with 2h = 10 μm, the mean speed is 0.06 % below that limit.

For k ≪ 1 the behaviour changes. Using tanh(k) ≈ k − k³/3, the part without slip becomes k²/3 and the slip part becomes (b/λ_D)k = bh/λ_D². The amplification of the mean speed is then

1 + (bh/λ_D²)/(h²/(3λ_D²)) = 1 + 3b/h.

The Debye length has dropped out. The charge density is nearly uniform across so narrow a gap, and the channel height takes over as the length with which b is compared.

**Wall charge that is not anchored**

Suppose that a fraction f of the wall charge is made of adsorbed ions that can move along the surface, and that they pass their electric force to the liquid instead of the solid. The force balance at the interface gains a term:

(η/b)u(0) = ηu'(0) + fσE.

The shear is still ηu'(0) = −σE, so

u(0) = −(1 − f)bσE/η.

With σ = εζ/λ_D the amplification becomes

1 + (1 − f)b/λ_D.

In terms of sheets, the mobile charge sits at y₀ = 0 with lever arm b and pulls against the countercharge. At f = 1 the total electric force on the liquid, adsorbed ions included, is zero. No friction is then needed at the wall, the liquid does not slide, and slip gives no amplification however large b may be. For f = 0.1 the factor in the worked case falls from 3.09 to 2.88, which lowers the speed by 7 %.

**Comparison with real surfaces**

A slip length of 20 nm is plausible for water on a smooth hydrophobic coating, but it is towards the high end. On surfaces that water wets well, slip lengths are roughly a nanometre or less. With b = 1 nm the factor at this salt concentration would be only 1 + 1/9.589 ≈ 1.10. The large factor found here should therefore not be carried over to such surfaces. For the coated wall, the uncertainty of b matters most among the inputs of the factor: each nanometre changes it by about 0.10. Among the idealizations, anchored charge is a serious one, since f is generally not known and can remove the whole gain. A real coating may also be patchy. A uniform wall without charge has no electroosmotic shear and gains nothing from slip, so an average slip length that includes uncharged patches need not give the right answer in this formula. Constant permittivity up to the wall is a further idealization. A layer 0.1 nm thick with relative permittivity 10 would lower the speed by about 7 % at the same potential at y = 0, because that potential then corresponds to less charge.

The other neglected effects estimated here are smaller for these numbers. If −15 mV were the potential at the solid and a layer of liquid 0.3 nm thick were stagnant, with the same slip length at its outer surface, the charge inside it would not drive flow and the speed would fall by 3 %. Nonlinear screening raises the speed by 1 %. If each ion takes up a cube of side 0.6 nm, the ions fill a fraction 3 × 10⁻⁴ of the volume at the wall, so crowding is slight. With a rough ion diffusivity of 2 × 10⁻⁹ m²/s the conductivity is 0.015 S/m. If the channel is 10 μm high and half of its Joule heat leaves through each wall, 1 mm thick and of thermal conductivity 1 W/(m K), the temperature difference across the wall is about 8 mK. This bounds the heating only if the outer surface is held at fixed temperature or the channel is narrow enough for the heat to spread sideways. For a wide slit cooled by still air, with a rough heat-transfer coefficient of 10 W/(m² K), the flux of 7.5 W/m² warms the liquid by about 0.8 K, and the lower viscosity raises the speed by nearly 2 %. The wall shear rate is 1.2 × 10⁴ s⁻¹; multiplied by a rough molecular relaxation time of 10 ps it gives 1.2 × 10⁻⁷, which supports treating b as independent of the shear rate.

Numbers as computed

```
INPUTS (rough typical values)
temperature: 298.15 K
relative permittivity: 78.0 (no unit)
viscosity: 0.89 mPa s
salt concentration: 1.0 mM
zeta potential: -15.0 mV
slip length: 20.0 nm
tangential field: 100 V/cm
slit full height: 10.0 um
MAIN RESULTS
thermal voltage kT/e: 25.69 mV
|e zeta|/kT: 0.584 (no unit)
Debye length: 9.589 nm
slip length / Debye length: 2.086 (no unit)
low-potential amplification: 3.086 (no unit)
low-potential wall charge: -0.1080 uC/cm2
no-slip speed: 116.4 um/s
slip speed at wall, low potential: 242.8 um/s
far speed, low potential: 359.2 um/s
same far speed: 0.3592 mm/s
far mobility: 3.592e-04 cm2/Vs
apparent no-slip zeta: -46.3 mV
at 0.1 mM, same zeta and slip: Debye 30.32 nm, factor 1.660
at 1.0 mM, same zeta and slip: Debye 9.59 nm, factor 3.086
at 10.0 mM, same zeta and slip: Debye 3.03 nm, factor 7.596
FULL NUMERICAL SOLUTION
mean countercharge distance: 9.454 nm
wall charge: -0.1096 uC/cm2
far speed: 362.6 um/s
factor at -15 mV: 3.115
factor at -50 mV: 3.431
factor at -100 mV: 4.675
NEGLECTED EFFECTS (rough coefficients)
nonlinear screening, speed change: 0.96 %
finite slit, mean-speed change: -0.062 %
factor with 10 % mobile wall charge: 2.877
speed change with 10 % mobile wall charge: -6.76 %
factor with all wall charge mobile: 1.000
speed loss, 0.3 nm stagnant layer: 3.18 %
viscoelectric viscosity rise at wall: 0.252 %
ion crowding fraction at wall: 3.06e-04 (no unit)
bulk conductivity: 0.0150 S/m
surface / bulk conductance: 0.061 %
Joule temperature rise in liquid: 3.13e-05 K
Joule temperature rise across 1 mm wall: 7.51e-03 K
wall shear rate: 1.231e+04 1/s
shear rate x 10 ps relaxation time: 1.23e-07 (no unit)
```
